Why U and J Do Not Mean the Same in Every Code

**Q:** I have U = 4 eV and J = 0.8 eV for a d shell, taken from a calculation that treats all five d orbitals. I want to study the three t2g orbitals with a Kanamori Hamiltonian. U is the Coulomb repulsion and J is Hund's exchange, so I shall type in the same two numbers.

**A:** First ask which repulsion and which exchange. A Kanamori U is the repulsion of two electrons in one particular orbital. The U of a five-orbital code can instead be an average over the whole shell. Do you know which one you have?

**Q:** The manual says U = F0 and J = (F2 + F4)/14. I took that as a technical way of writing the same thing.

**A:** Let us test that. Assume that all five orbitals have the same radial function R(r), so that φ_a = R(r) Y_a(n), where n is the direction of r. Write the Coulomb integrals in charge-density order:

(ab|cd) = ∫∫ φ_a*(r) φ_b(r) φ_c*(r′) φ_d(r′) / |r − r′| d³r d³r′

This is in Hartree atomic units; I shall give model energies in eV. The kernel expands in Legendre polynomials of n·n′:

1/|r − r′| = Σ_k (r_<^k / r_>^(k+1)) P_k(n·n′)

The radial integral of the k-th term, weighted with R² for each electron, is the Slater integral F^k, written F0, F2, F4. What remains is angular:

(ab|cd) = Σ_k F^k ∫∫ Y_a*Y_b(n) P_k(n·n′) Y_c*Y_d(n′) dΩ dΩ′

A product of two l = 2 harmonics is even under inversion and has degree at most 4, so k = 0, 2, 4. A screened interaction can be treated in the same way if it is still rotation invariant; the F^k are then its own radial integrals.

**Q:** And where does the 14 come from?

**A:** From averaging over the shell. Define U_ab = (aa|bb) and J_ab = (ab|ba). For the direct terms, the filled shell is spherical, Σ_a |Y_a|² = 5/4π, so only k = 0 survives:

Σ_ab U_ab = (5/4π)² (4π)² F0 = 25 F0

The mean over all 25 entries is F0. For exchange, the addition theorem gives Σ_a Y_a*(n) Y_a(n′) = (5/4π) P_2(x) with x = n·n′. The double sum contains this factor twice. Integrating over both directions gives 8π² ∫dx, with x from −1 to 1, so

Σ_ab J_ab = (25/16π²) 8π² Σ_k F^k ∫ P_2² P_k dx = (25/2) Σ_k F^k ∫ P_2² P_k dx

To expand P_2² = (9x⁴ − 6x² + 1)/4, use

x² = 1/3 + (2/3)P_2
x⁴ = 1/5 + (4/7)P_2 + (8/35)P_4

which gives

P_2² = 1/5 + (2/7)P_2 + (18/35)P_4

Since ∫P_k² dx = 2/(2k+1), the three terms are

k = 0: (25/2)(1/5)(2) = 5
k = 2: (25/2)(2/7)(2/5) = 10/7
k = 4: (25/2)(18/35)(2/9) = 10/7

Therefore Σ_ab J_ab = 5F0 + (10/7)(F2 + F4). Now average U_ab − J_ab over the 20 ordered pairs with a ≠ b. The diagonal entries of the difference vanish, because U_aa = J_aa, so the full sum can be used:

[25F0 − 5F0 − (10/7)(F2 + F4)]/20 = F0 − (F2 + F4)/14

If the average repulsion is called U_s and this average is called U_s − J_s, then

U_s = F0,  J_s = (F2 + F4)/14

The subscript s stands for shell. Both closure sums keep their form under any unitary change of the five orbitals, so these averages do not depend on the orbital basis.

**Q:** Then they are good, basis-independent numbers. Why would Kanamori's U be anything else?

**A:** Because it is a single entry of the table, not the average. For real t2g orbitals

U_K = (aa|aa),  U′ = (aa|bb),  J_K = (ab|ab),  a ≠ b

Compute the first for xy, whose angular function is √(15/16π) sin²θ sin2φ. With sin²2φ = (1 − cos4φ)/2, its density is

ρ_xy = (1/4π)(15/8) sin⁴θ (1 − cos4φ)

From here on let x in the Legendre expansions stand for cosθ. Then sin⁴θ = 1 − 2x² + x⁴, and the expansions above give

(15/8) sin⁴θ = 1 − (10/7)P_2 + (3/7)P_4

We need one rule. If g is a harmonic of degree k, then ∫P_k(n·n′) g(n′) dΩ′ = [4π/(2k+1)] g(n). Two axial densities (1/4π)Σa_kP_k and (1/4π)Σb_kP_k therefore repel with energy

Σ_k F^k a_k b_k/(2k+1)²

The axial part of ρ_xy gives

F0 + (100/49)/25 F2 + (9/49)/81 F4 = F0 + (4/49)F2 + (1/441)F4

The cos4φ part is a pure degree-4 harmonic, and its cross terms with the axial part vanish on integrating over φ. The φ integral of cos²4φ is π, and ∫(1 − x²)⁴dx = 256/315, so it contributes

(4π/9)(1/16π²)(225/64) π (256/315) F4 = (5/63)F4 = (35/441)F4

Adding the two parts, with 36/441 = 4/49,

U_K = F0 + (4/49)(F2 + F4)

Permuting the cubic axes gives the same value for xz and yz.

**Q:** F2 and F4 enter with equal weights, as they do in J_s.

**A:** Yes, so the ratio F4/F2 drops out. Insert F2 + F4 = 14J_s:

U_K = U_s + (4/49)(14J_s) = U_s + (8/7)J_s

Two electrons in the same lobes repel more than the shell average. The excess comes from the shape of the density, so it disappears when F2 and F4 go to zero. In that limit the two meanings of U agree.

**Q:** I accept that U shifts. But J is an exchange integral in both cases.

**A:** J_s is a combination of averages, and J_K belongs to one pair. Take xz and yz. Their densities are

ρ = (1/4π)(15/2) cos²θ sin²θ (1 ± cos2φ)

with the plus sign for xz. The common axial part follows from x² − x⁴:

(15/2)(x² − x⁴) = 1 + (5/7)P_2 − (12/7)P_4

Its self-repulsion is

A = F0 + (25/49)/25 F2 + (144/49)/81 F4 = F0 + (1/49)F2 + (16/441)F4

Let B be the self-repulsion of the cos2φ part. The cross terms vanish again, so U_K = A + B, while the opposite signs in the two densities give U′ = A − B. We need not compute B:

U′ = 2A − U_K = F0 − (2/49)F2 − (4/441)F4

Now turn xz by 45° about z. It becomes (xz + yz)/√2, with density (ρ_xz + ρ_yz)/2 + φ_xz φ_yz. A rotation cannot change its self-repulsion. The integrals with an odd number of xz factors vanish under the reflection x → −x, which leaves

U_K = (2U_K + 2U′)/4 + J_K

Hence U′ = U_K − 2J_K, and

J_K = (U_K − U′)/2 = (3/49)F2 + (20/441)F4

This time the weights differ, 27/441 against 20/441, so the conversion needs the ratio r = F4/F2. From 14J_s = F2(1 + r),

J_K/J_s = (14/441)(27 + 20r)/(1 + r) = (2/63)(27 + 20r)/(1 + r)

**Q:** My code sets r = 0.625.

**A:** Then 27 + 20r = 39.5, 1 + r = 1.625, and 39.5/1.625 = 316/13. So

J_K = (2/63)(316/13) J_s = (632/819) J_s ≈ 0.772 J_s

To go back, invert this and then remove the shift from U:

J_s = (819/632) J_K ≈ 1.296 J_K
U_s = U_K − (8/7)(819/632) J_K = U_K − (117/79) J_K ≈ U_K − 1.481 J_K

**Q:** How far can I trust 0.625? Is it a property of d electrons?

**A:** It is an assumed value, not a fixed property. The ratio depends on the radial function: a hydrogen-like 3d orbital with the bare Coulomb interaction gives 0.652, and a single Gaussian d function gives 0.692. Near these values the effect on the conversion is small: as r goes from 0.55 to 0.70, J_K/J_s falls from 0.778 to 0.766, and the shift of U stays at (8/7)J_s. Screening can also change r. In the extreme case of a contact interaction, F^k is proportional to 2k + 1, so r = 9/5 and J_K/J_s = 0.714. If you know the r of your own interaction, use it.

The assumption of one radial function and a rotation-invariant interaction is more serious. In a solid, hybridization can make t2g and eg orbitals differ in extent, and screening can be anisotropic. Three Slater integrals then no longer fix the table, and the Kanamori values should be read from the computed matrix elements of the orbitals in use.

**Q:** Let me convert my own numbers. With U_s = 4 eV and J_s = 0.8 eV,

U_K = 4 + (8/7)(0.8) = 4.914 eV (0.1806 hartree)
J_K = 0.7717 × 0.8 = 0.617 eV (0.0227 hartree)

U goes up by 0.9 eV and J goes down by 0.2 eV. Does that matter, when U itself is hardly known to that accuracy?

**A:** An uncertain U does not excuse a known shift, and the two changes can add up. Consider the isolated t2g shell with empty eg orbitals and no hopping. Define its charge gap as

Δ(N) = E(N+1) + E(N−1) − 2E(N)

where E(N) is the lowest energy with N electrons. A common orbital energy cancels, so set it to zero. Then E(0) = E(1) = 0. For J_K > 0 the lowest two-electron state has parallel spins in different orbitals:

E(2) = U′ − J_K = U_K − 3J_K

Hence Δ(1) = U_K − 3J_K. Three parallel spins make three such pairs, so E(3) = 3(U_K − 3J_K). A fourth electron must have opposite spin. It meets one electron in its own orbital and two in the others, which costs U_K + 2U′ = 3U_K − 4J_K. Therefore

E(4) = 3U_K − 9J_K + 3U_K − 4J_K = 6U_K − 13J_K
Δ(3) = (6U_K − 13J_K) + (U_K − 3J_K) − 6(U_K − 3J_K) = U_K + 2J_K

Diagonalizing all 64 states of the shell, and forming each gap from the lowest level at each N, reproduces both gap formulas for your parameters. These are the gaps of the t2g shell alone, the limit in which the eg orbitals lie far above it. At a finite crystal field the integrals linking t2g and eg mix in eg configurations, and a fourth electron may enter eg, so the gaps of the five-orbital shell differ from these. The conversion translates definitions; it does not include that effect. Now compare the two inputs.

**Q:** With one electron, the converted values give

Δ(1) = 4.914 − 3(0.617) = 3.06 eV

My original plan would have given 4 − 3(0.8) = 1.60 eV. That is 48 percent below the converted value. With three electrons I get

Δ(3) = 4.914 + 2(0.617) = 6.15 eV

against 4 + 2(0.8) = 5.60 eV, which is 9 percent too low. Why is one electron so much worse?

**A:** Follow the signs. The mistaken U is too small by 0.914 eV and the mistaken J too large by 0.183 eV. In U − 3J both errors lower the gap:

−0.914 − 3(0.183) = −1.46 eV

In U + 2J they partly cancel:

−0.914 + 2(0.183) = −0.55 eV

The first gap is also the smaller one, which raises its relative error. In a lattice model the hopping competes with these atomic gaps, so the mistake can change how strongly correlated the model is. How much it changes a given material is a separate calculation.

**Q:** Could I at least keep J for the spectrum at fixed N = 2, where the charge does not change?

**A:** No. The nine triplet states lie at U_K − 3J_K. The singlets with electrons in two different orbitals lie at U′ + J_K = U_K − J_K. The three doubly occupied configurations have U_K on the diagonal and J_K between them. Their symmetric combination lies at U_K + 2J_K and the other two at U_K − J_K. So the degeneracies are 9, 5 and 1, and the first spacing is 2J_K. That is 1.23 eV with the converted value and 1.60 eV with the mistaken one.

**Q:** Is the Kanamori Hamiltonian itself an approximation here, so that some of this difference is its fault?

**A:** Not within t2g, under our assumptions. The reflection x → −x changes the sign of xy and xz but not of yz, and the other two reflections act similarly. A nonzero (ab|cd) therefore needs the numbers of xy, yz and xz factors to be all even or all odd. Three odd numbers cannot add up to four, so all are even. That leaves the integrals U_K, U′ and J_K, which is the Kanamori form with its spin-flip and pair-hopping terms included.

For all five d orbitals, the Kanamori form with one U and one J is not enough. With your parameters the exchange of different pairs runs from 0.34 to 0.71 eV, and there are integrals outside the Kanamori form as large as 0.32 eV.

**Q:** What about a model with the eg orbitals alone? Does it use the same J_K?

**A:** It uses the same U_K but another J. The z² density is (5/4π)P_2², or

ρ_z² = (1/4π)[1 + (10/7)P_2 + (18/7)P_4]

Its self-repulsion has coefficients (100/49)/25 = 4/49 for F2 and (324/49)/81 = 4/49 for F4, as before. The x²−y² orbital is xy turned by 45°, so it has the same U_K and the same axial part, 1 − (10/7)P_2 + (3/7)P_4. Its cos4φ part does not interact with the axial z² density. The repulsion between the two orbitals is thus

U′_eg = F0 − (100/49)/25 F2 + (54/49)/81 F4 = F0 − (4/49)F2 + (6/441)F4

A cyclic exchange of the axes turns z² into c z² + s (x²−y²), with c = −1/2 and s = √3/2. Integrals odd in x²−y² vanish under x ↔ y, so equal self-repulsion requires

U_K = (c⁴ + s⁴)U_K + 2c²s²U′_eg + 4c²s²J_eg

Since c⁴ + s⁴ = 1 − 2c²s², this gives J_eg = (U_K − U′_eg)/2, and

J_eg = (4/49)F2 + (15/441)F4

At r = 0.625 this is (14/441)(45.375/1.625)J_s = (242/273)J_s ≈ 0.886J_s, or 0.709 eV for your shell.

**Q:** So I could avoid the choice by using the average exchange of the five real orbitals. Surely that is J_s?

**A:** It is not. Remove the five diagonal terms, each U_s + (8/7)J_s, from the exchange sum 5U_s + 20J_s:

20J_s − (40/7)J_s = (100/7)J_s

Divided by 20 pairs, this is (5/7)J_s, or 0.571 eV here. J_s was defined through the average of U_ab − J_ab, and the direct terms with a ≠ b do not average to F0. The mean of the direct terms within t2g is not F0 either: (U_K + 2U′)/3 = (4.914 + 2 × 3.680)/3 = 4.09 eV.

The basis matters as well. In complex orbitals of definite m, the self-repulsion is 4.91, 4.30 and 4.57 eV for |m| = 0, 1 and 2. "The repulsion in one orbital" therefore depends on the kind of orbital. The complex ones do not share one value. Every normalized real d orbital, not only the five cubic ones, has 4.91 eV: a real d function is n·Qn with Q symmetric and traceless, its self-repulsion is a rotation-invariant quartic in Q, and the only such quartic is a multiple of (Tr Q²)², which normalization fixes.

**Q:** How do I find out what a code expects if its manual says just "U" and "J"?

**A:** Have it print the interaction matrix for real d or t2g orbitals, and look at the density-density entry for two opposite spins in one orbital. Suppose you entered U = 4 eV and J = 0.8 eV. If you find 4.91 eV, this points to shell averages. If you find 4 eV, look also at the entry for opposite spins in two different t2g orbitals. A Kanamori reading gives U − 2J = 2.4 eV there, while a code that uses one average repulsion for all pairs gives 4 eV again. Then check an exchange entry, since other conventions are possible. If neither pattern appears, trust the matrix and work out the definition from it.

**Q:** And if I start from a Kanamori pair, say 4 eV and 0.6 eV, and need input for the shell code?

**A:** Use the inverse at r = 0.625:

J_s = 1.296 × 0.6 = 0.778 eV
U_s = 4 − 1.481 × 0.6 = 3.11 eV

The numerical check rebuilds the Coulomb integrals from these shell values and recovers the original pair. When you report a result, give the definitions and the ratio F4/F2 along with the two numbers.

Values computed for the example and the checks

```
Gaussian integral check, max error: 1.1e-14 hartree
F4/F2, single Gaussian d orbital: 0.6923
F4/F2, hydrogen-like 3d orbital: 0.6522
t2g U: 441 x coefficients of F2, F4: 36.000, 36.000
t2g U': 441 x coefficients of F2, F4: -18.000, -4.000
t2g J: 441 x coefficients of F2, F4: 27.000, 20.000
eg U: 441 x coefficients of F2, F4: 36.000, 36.000
eg U': 441 x coefficients of F2, F4: -36.000, 6.000
eg J: 441 x coefficients of F2, F4: 36.000, 15.000
Ratio F4/F2, (U_K-U_s)/J_s, J_K/J_s, J_eg/J_s:
  0.55000  1.14286  0.77829  0.90630
  0.62500  1.14286  0.77167  0.88645
  0.70000  1.14286  0.76564  0.86835
  0.65217  1.14286  0.76942  0.87970
Input U_s = 4.000 eV, J_s = 0.800 eV
Input F4/F2 = 0.625
F2 = 6.8923 eV, F4 = 4.3077 eV
U_K = 4.9143 eV = 0.18060 hartree
J_K = 0.6173 eV = 0.02269 hartree
t2g U' = 3.6796 eV
J_eg = 0.7092 eV
Mean direct term within t2g: 4.0912 eV
Mean exchange, distinct real d pairs: 0.5714 eV
Smallest pair exchange: 0.3419 eV
Largest pair exchange: 0.7092 eV
Largest non-Kanamori d-shell element: 0.3181 eV
Self-repulsion of complex orbital |m|=0: 4.9143 eV
Self-repulsion of complex orbital |m|=1: 4.2969 eV
Self-repulsion of complex orbital |m|=2: 4.5724 eV
N=1 gap: correct 3.0623 eV, mistaken 1.6000 eV
N=1 gap error: -1.4623 eV (-47.8 percent)
N=3 gap: correct 6.1490 eV, mistaken 5.6000 eV
N=3 gap error: -0.5490 eV (-8.9 percent)
N=2 levels, correct: 3.0623, 4.2969, 6.1490 eV
N=2 levels, mistaken: 1.6000, 3.2000, 5.6000 eV
Inverse input: U_K = 4.000 eV, J_K = 0.600 eV
Inverse result: U_s = 3.1114 eV, J_s = 0.7775 eV
```
